# Exact Block Diagonalization of the Dirac Matrix and the Riccati Equation: test program

```python
"""
Result under test: for Hermitian H with upper block size n and any matrix X,
  W = [[Rp, -X^dagger Rm], [X Rp, Rm]],
  Rp = (1 + X^dagger X)^(-1/2),  Rm = (1 + X X^dagger)^(-1/2),
is unitary, and W^dagger H W is block diagonal exactly when
  Q(X) = H_SL + H_SS X - X H_LL - X H_LS X = 0.
L = upper (large) space, S = lower (small) space; Hartree atomic units.
Tests: a 2x2 matrix, a random complex matrix, and the Dirac 1s level of a
one-electron ion with a point nucleus in a kinetically balanced Gaussian basis.
"""
from itertools import combinations
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import solve_sylvester


def dag(M):
    return M.conj().T


def norm(M):
    return np.linalg.norm(M, 2)


def inv_sqrt(M):
    values, vectors = np.linalg.eigh(M)
    return (vectors / np.sqrt(values)) @ dag(vectors)


def blocks(H, n):
    return H[:n, :n], H[:n, n:], H[n:, :n], H[n:, n:]


def riccati(H, n, X):
    LL, LS, SL, SS = blocks(H, n)
    return SL + SS @ X - X @ LL - X @ LS @ X


def build_W(X):
    m, n = X.shape
    Rp = inv_sqrt(np.eye(n) + dag(X) @ X)
    Rm = inv_sqrt(np.eye(m) + X @ dag(X))
    return np.block([[Rp, -dag(X) @ Rm], [X @ Rp, Rm]]), Rp, Rm


def transform(H, X):
    W = build_W(X)[0]
    return dag(W) @ H @ W


# ---------- 2x2 matrix: two roots, two decouplings ----------
H2 = np.array([[0.0, 2.0], [2.0, -3.0]])
roots = np.sort(np.roots([-H2[0, 1], H2[1, 1] - H2[0, 0], H2[1, 0]]).real)[::-1]
print("2x2: H_LL, H_LS, H_SS = %.1f %.1f %.1f hartree"
      % (H2[0, 0], H2[0, 1], H2[1, 1]))
for x in roots:
    T2 = transform(H2, np.array([[x]]))
    assert abs(T2[1, 0]) < 1e-12
    assert np.allclose(np.sort(np.diag(T2)), np.linalg.eigvalsh(H2))
    print("2x2: root x = %.4f, Rp = %.6f" % (x, build_W(np.array([[x]]))[1][0, 0]))
    print("     upper, lower energy = %.4f %.4f hartree" % (T2[0, 0], T2[1, 1]))
x_trial = np.array([[0.4]])
print("2x2: trial x = %.2f: Q = %.6f hartree"
      % (x_trial[0, 0], riccati(H2, 1, x_trial)[0, 0]))
print("     off-diagonal = %.6f hartree" % transform(H2, x_trial)[1, 0])

# ---------- random complex matrix with unequal blocks ----------
rng = np.random.default_rng(7)
n, m = 4, 3
A = rng.normal(size=(n + m, n + m)) + 1j * rng.normal(size=(n + m, n + m))
H = (A + dag(A)) / 2 + np.diag([1.0] * n + [-1.0] * m)
identity_error = unitary_error = 0.0
for scale in (0.1, 1.0, 5.0):
    X = scale * (rng.normal(size=(m, n)) + 1j * rng.normal(size=(m, n)))
    W, Rp, Rm = build_W(X)
    unitary_error = max(unitary_error, norm(dag(W) @ W - np.eye(n + m)),
                        norm(W @ dag(W) - np.eye(n + m)))
    off = (dag(W) @ H @ W)[n:, :n]
    Q = riccati(H, n, X)
    identity_error = max(identity_error, norm(off - Rm @ Q @ Rp))
    assert norm(Q) / (1 + norm(X)**2) <= norm(off) * (1 + 1e-10)
    assert norm(off) <= norm(Q) * (1 + 1e-10)
assert unitary_error < 1e-11 and identity_error < 1e-10
print("random 4+3: unitarity error = %.1e" % unitary_error)
print("random 4+3: error of off = Rm Q Rp: %.1e hartree" % identity_error)

energies, C = np.linalg.eigh(H)
count, worst = 0, 0.0
for choice in combinations(range(n + m), n):
    chosen = list(choice)
    X = C[n:, chosen] @ np.linalg.inv(C[:n, chosen])
    T = transform(H, X)
    worst = max(worst, norm(T[n:, :n]))
    assert norm(riccati(H, n, X)) < 1e-9 * (1 + norm(X)**2)
    assert np.allclose(np.linalg.eigvalsh(T[:n, :n]), energies[chosen], atol=1e-8)
    count += 1
assert worst < 1e-8
print("random 4+3: Riccati solutions found = %d" % count)
print("random 4+3: largest off-diagonal norm = %.1e hartree" % worst)

top = list(range(m, n + m))
X = C[n:, top] @ np.linalg.inv(C[:n, top])
W, Rp, Rm = build_W(X)
T = dag(W) @ H @ W
LL, LS, SL, SS = blocks(H, n)
assert np.allclose(T[:n, :n], np.linalg.inv(Rp) @ (LL + LS @ X) @ Rp, atol=1e-9)
assert np.allclose(T[n:, n:], np.linalg.inv(Rm) @ (SS - SL @ dag(X)) @ Rm,
                   atol=1e-9)
relation = dag(W) @ C[:, top + list(range(m))]
assert norm(relation[n:, :n]) < 1e-10 and norm(relation[:n, n:]) < 1e-10

direction = rng.normal(size=(m, n)) + 1j * rng.normal(size=(m, n))
direction /= norm(direction)
couplings, errors = [], []
for step in (1e-3, 5e-4):
    T = transform(H, X + step * direction)
    couplings.append(norm(T[n:, :n]))
    errors.append(abs(np.linalg.eigvalsh(T[:n, :n])[0] - energies[m]))
coupling_ratio, error_ratio = couplings[0] / couplings[1], errors[0] / errors[1]
assert abs(coupling_ratio - 2) < 0.05 and abs(error_ratio - 4) < 0.2
print("halving the error of X: coupling falls by %.3f" % coupling_ratio)
print("halving the error of X: energy error falls by %.3f" % error_ratio)

# ---------- Dirac 1s level, one-electron ion ----------
c = 1 / constants.fine_structure
hartree_eV = constants.physical_constants["Hartree energy in eV"][0]
Z, n = 80, 24
smallest, ratio = 60.0, 2.2
a = smallest * ratio ** np.arange(n)
p = a[:, None] + a[None, :]
ab = np.outer(a, a)
overlap = (np.pi / p) ** 1.5
momentum2 = 6 * ab / p * overlap              # <grad f_i | grad f_j>
nuclear = -2 * np.pi * Z / p
nuclear_small = -8 * np.pi * Z * ab / p**2    # <grad f_i | V grad f_j>

i, j = 2, 5
pij = a[i] + a[j]
rmax = 12 / np.sqrt(pij)
for power, factor, value in ((2, 1.0, overlap[i, j]), (1, -Z, nuclear[i, j]),
                             (4, 4 * ab[i, j], momentum2[i, j]),
                             (3, -4 * Z * ab[i, j], nuclear_small[i, j])):
    # substitute r = rmax*t so that the integrand is well scaled
    radial = quad(lambda t: t**power * np.exp(-pij * (rmax * t)**2), 0, 1,
                  epsabs=0, epsrel=1e-11)[0] * rmax**(power + 1)
    assert abs(4 * np.pi * factor * radial / value - 1) < 1e-9

norm_L = 1 / np.sqrt(np.diag(overlap))
norm_S = 1 / np.sqrt(np.diag(momentum2))
ortho_L = inv_sqrt(overlap * np.outer(norm_L, norm_L))
ortho_S = inv_sqrt(momentum2 * np.outer(norm_S, norm_S))
V_L = ortho_L @ (nuclear * np.outer(norm_L, norm_L)) @ ortho_L
V_S = ortho_S @ (nuclear_small * np.outer(norm_S, norm_S)) @ ortho_S
K = c * ortho_S @ (momentum2 * np.outer(norm_S, norm_L)) @ ortho_L
H = np.block([[V_L, K.T], [K, V_S - 2 * c**2 * np.eye(n)]])
H = (H + H.T) / 2
size = norm(H)
roundoff = 1e-12 * size   # eigensolver and product roundoff scales with the norm

energies, C = np.linalg.eigh(H)
assert np.sum(energies > -c**2) == n
E_full = energies[n]
X_eig = C[n:, n:] @ np.linalg.inv(C[:n, n:])

u, s, vt = np.linalg.svd(K)
X_free = (u * (s / (c**2 + np.sqrt(c**4 + s**2)))) @ vt
H_free = np.block([[np.zeros((n, n)), K.T], [K, -2 * c**2 * np.eye(n)]])
assert norm(transform(H_free, X_free)[n:, :n]) < roundoff

print("ion: Z = %d, c = %.6f a.u." % (Z, c))
print("ion: %d Gaussians, exponents %.1f to %.3e bohr^-2" % (n, a[0], a[-1]))
print("ion: spectral norm of H = %.3e hartree" % size)
print("Newton: step, off-diagonal norm / hartree, lowest upper energy / hartree")
LL, LS, SL, SS = blocks(H, n)
X = X_free.copy()
converged = False
for iteration in range(15):
    T = transform(H, X)
    E_upper = np.linalg.eigvalsh(T[:n, :n])[0]
    assert E_upper <= E_full + roundoff
    if iteration == 0:
        E_free = E_upper
    print("  %2d  %.3e  %.6f" % (iteration, norm(T[n:, :n]), E_upper))
    if converged:
        break
    D = solve_sylvester(SS - X @ LS, -(LL + LS @ X), -riccati(H, n, X))
    X = X + D
    converged = norm(D) < 1e-9
assert converged

W, Rp, Rm = build_W(X)
T = dag(W) @ H @ W
assert norm(T[n:, :n]) < roundoff
assert norm(X - X_eig) < 1e-8
assert np.max(np.abs(np.linalg.eigvalsh(T[:n, :n]) - energies[n:])) < roundoff
assert np.max(np.abs(np.linalg.eigvalsh(T[n:, n:]) - energies[:n])) < roundoff

upper_energies, upper_vectors = np.linalg.eigh(T[:n, :n])
small_part = X @ Rp @ upper_vectors[:, 0]
small_weight = small_part @ small_part
gamma = np.sqrt(1 - (Z / c)**2)
E_exact = c**2 * (gamma - 1)
weight_exact = (1 - gamma) / 2
# these two tolerances allow for the finite Gaussian basis
assert abs(E_full / E_exact - 1) < 1e-3
assert abs(small_weight - weight_exact) < 1e-3

column = np.vstack([np.eye(n), X])
E_unnormalized = np.linalg.eigvalsh(column.T @ H @ column)[0]
assert E_unnormalized < E_full - 1.0

print("ion: |X(Newton) - X(eigenvectors)| = %.1e" % norm(X - X_eig))
print("ion: largest singular value of X = %.6f" % norm(X))
print("ion: largest singular value of free X = %.6f" % norm(X_free))
print("ion: 1s energy, full matrix = %.6f hartree" % E_full)
print("ion: 1s energy, decoupled block = %.6f hartree" % upper_energies[0])
print("ion: 1s energy, decoupled block = %.2f eV" % (upper_energies[0] * hartree_eV))
print("ion: 1s energy, analytic Dirac = %.6f hartree" % E_exact)
print("ion: basis error = %.6f hartree" % (E_full - E_exact))
print("ion: nonrelativistic 1s energy = %.1f hartree" % (-Z**2 / 2))
print("ion: error with free-particle X = %.6f hartree" % (E_free - E_full))
print("ion: 1s energy without renormalizers = %.3f hartree" % E_unnormalized)
print("ion: error without renormalizers = %.3f hartree" % (E_unnormalized - E_full))
print("ion: gamma = %.6f" % gamma)
print("ion: small-component weight from X = %.6f" % small_weight)
print("ion: small-component weight, analytic = %.6f" % weight_exact)
print("ALL CHECKS PASSED")
```

Printed output:

```
2x2: H_LL, H_LS, H_SS = 0.0 2.0 -3.0 hartree
2x2: root x = 0.5000, Rp = 0.894427
     upper, lower energy = 1.0000 -4.0000 hartree
2x2: root x = -2.0000, Rp = 0.447214
     upper, lower energy = -4.0000 1.0000 hartree
2x2: trial x = 0.40: Q = 0.480000 hartree
     off-diagonal = 0.413793 hartree
random 4+3: unitarity error = 2.6e-14
random 4+3: error of off = Rm Q Rp: 5.3e-15 hartree
random 4+3: Riccati solutions found = 35
random 4+3: largest off-diagonal norm = 9.0e-15 hartree
halving the error of X: coupling falls by 2.000
halving the error of X: energy error falls by 4.000
ion: Z = 80, c = 137.035999 a.u.
ion: 24 Gaussians, exponents 60.0 to 4.507e+09 bohr^-2
ion: spectral norm of H = 3.401e+07 hartree
Newton: step, off-diagonal norm / hartree, lowest upper energy / hartree
   0  2.266e+06  -3686.408624
   1  1.923e+05  -3534.186383
   2  2.980e+03  -3532.188923
   3  1.921e+00  -3532.186996
   4  1.603e-06  -3532.186996
   5  3.783e-09  -3532.186996
ion: |X(Newton) - X(eigenvectors)| = 6.6e-14
ion: largest singular value of X = 1.212423
ion: largest singular value of free X = 0.999286
ion: 1s energy, full matrix = -3532.186996 hartree
ion: 1s energy, decoupled block = -3532.186996 hartree
ion: 1s energy, decoupled block = -96115.70 eV
ion: 1s energy, analytic Dirac = -3532.192093 hartree
ion: basis error = 0.005097 hartree
ion: nonrelativistic 1s energy = -3200.0 hartree
ion: error with free-particle X = -154.221628 hartree
ion: 1s energy without renormalizers = -3927.042 hartree
ion: error without renormalizers = -394.855 hartree
ion: gamma = 0.811906
ion: small-component weight from X = 0.094047
ion: small-component weight, analytic = 0.094047
ALL CHECKS PASSED
```
